# The γ5 Trace of Six Gamma Matrices: Six and Fifteen Terms: verification in Python

```python
"""
Result under test: in four dimensions the trace
    T = Tr(gamma5 g^a1 g^a2 g^a3 g^a4 g^a5 g^a6)
equals -4i times the sum of W_ij over all 15 pairs i<j, and also -4i times the
sum over the 6 pairs lying inside {1,2,3} or inside {4,5,6}, where
    W_ij = (-1)^(j-i-1) * metric^(ai aj) * epsilon^(remaining four indices).
The two agree because Schouten's identity makes the 9 cross terms sum to zero.
Conventions: metric (+,-,-,-), gamma5 = i g^0 g^1 g^2 g^3, epsilon^0123 = +1,
Tr 1 = 4. A six-dimensional extension (metric + - - - - -, the same gamma5,
epsilon nonzero only for indices 0..3) shows where the six-term form fails.
All quantities are dimensionless.
"""
from itertools import combinations, permutations
from math import factorial
import numpy as np

LETTERS = "abcdef"
PAIRS = list(combinations(range(6), 2))
INSIDE = [(i, j) for i, j in PAIRS if (i < 3) == (j < 3)]
CROSS = [pair for pair in PAIRS if pair not in INSIDE]


def parity(order):
    """Sign of a permutation, by counting inversions."""
    return (-1) ** sum(x > y for x, y in combinations(order, 2))


def epsilon_tensor(dim):
    eps = np.zeros((dim,) * 4)
    for order in permutations(range(4)):
        eps[order] = parity(order)
    return eps


def pair_tensors(metric, eps):
    """The fifteen tensors W_ij with all six indices open."""
    tensors = {}
    for i, j in PAIRS:
        rest = "".join(LETTERS[k] for k in range(6) if k not in (i, j))
        rule = LETTERS[i] + LETTERS[j] + "," + rest + "->" + LETTERS
        tensors[i, j] = (-1) ** (j - i - 1) * np.einsum(rule, metric, eps)
    return tensors


def six_gamma_trace(gammas, chirality):
    """Matrix trace for all index values, normalised to Tr 1 = 4."""
    triple = np.einsum("aij,bjk,ckl->abcil", gammas, gammas, gammas,
                       optimize=True)
    left = np.einsum("ij,abcjk->abcik", chirality, triple)
    raw = np.tensordot(left, triple, axes=([3, 4], [4, 3]))
    return raw * 4 / len(chirality)


def antisymmetrised(matrices, size):
    """Antisymmetrised product with weight 1/k!."""
    total = np.zeros((size, size), complex)
    for order in permutations(range(len(matrices))):
        product = np.eye(size, dtype=complex)
        for k in order:
            product = product @ matrices[k]
        total += parity(order) * product
    return total / factorial(len(matrices))


def tensor_rank(tensors):
    rows = np.array([tensors[p].ravel() for p in PAIRS])
    return int(np.linalg.matrix_rank(rows @ rows.T))


def whole(x):
    """Nearest integer, after checking that x is one."""
    assert abs(x - round(float(x))) < 1e-8
    return int(round(float(x)))


# Gamma matrices in four and in six dimensions
one2 = np.eye(2, dtype=complex)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
gamma4 = np.array([np.kron(pauli[2], one2)]
                  + [np.kron(1j * pauli[1], s) for s in pauli])
gamma5 = 1j * gamma4[0] @ gamma4[1] @ gamma4[2] @ gamma4[3]
gamma6 = np.array([np.kron(g, one2) for g in gamma4]
                  + [np.kron(1j * gamma5, pauli[k]) for k in (0, 1)])
chir6 = 1j * gamma6[0] @ gamma6[1] @ gamma6[2] @ gamma6[3]
metric4 = np.diag([1.0, -1, -1, -1])
metric6 = np.diag([1.0, -1, -1, -1, -1, -1])
for gam, met in ((gamma4, metric4), (gamma6, metric6)):
    for m in range(len(gam)):
        for n in range(len(gam)):
            anti = gam[m] @ gam[n] + gam[n] @ gam[m]
            assert np.allclose(anti, 2 * met[m, n] * np.eye(len(gam[0])))
eps4, eps6 = epsilon_tensor(4), epsilon_tensor(6)

# Short traces with gamma5
double = np.einsum("aij,bjk->abik", gamma4, gamma4)
trace4 = np.einsum("ij,abjk,cdki->abcd", gamma5, double, double, optimize=True)
assert abs(np.trace(gamma5)) < 1e-12
assert np.allclose(np.einsum("ij,abji->ab", gamma5, double), 0)
assert np.allclose(trace4, -4j * eps4)

# Reduction of a product of three gammas
triple4 = np.einsum("abij,cjk->abcik", double, gamma4)
lower_gamma = np.einsum("xy,yij->xij", metric4, gamma4)
reduced = (np.einsum("ab,cij->abcij", metric4, gamma4)
           - np.einsum("ac,bij->abcij", metric4, gamma4)
           + np.einsum("bc,aij->abcij", metric4, gamma4)
           + 1j * np.einsum("abcx,xij->abcij", eps4, lower_gamma @ gamma5))
assert np.allclose(triple4, reduced)

# Contraction lemma for a gamma times an antisymmetrised product
rng = np.random.default_rng(7)
for gam, met in ((gamma4, metric4), (gamma6, metric6)):
    size = len(gam[0])
    covectors = rng.integers(-2, 3, (6, len(gam))).astype(float)
    slashed = [np.einsum("m,mij->ij", v, gam) for v in covectors]
    for k in range(1, 6):
        others = slashed[1:k + 1]
        contracted = np.zeros((size, size), complex)
        for l in range(k):
            dot = covectors[0] @ met @ covectors[l + 1]
            remaining = others[:l] + others[l + 1:]
            contracted += (-1) ** l * dot * antisymmetrised(remaining, size)
        lhs = slashed[0] @ antisymmetrised(others, size)
        rhs = antisymmetrised(slashed[:k + 1], size) + contracted
        assert np.allclose(lhs, rhs, atol=1e-8)
        if k == 5 and len(gam) == 4:
            assert np.allclose(contracted, 0, atol=1e-8)

# Both forms against the matrix trace for every index choice
W4 = pair_tensors(metric4, eps4)
T4 = six_gamma_trace(gamma4, gamma5)
fifteen4 = -4j * sum(W4[p] for p in PAIRS)
six4 = -4j * sum(W4[p] for p in INSIDE)
assert np.allclose(T4, fifteen4) and np.allclose(T4, six4)
assert max(np.abs(W4[p]).max() for p in CROSS) == 1

# Schouten relations and the forms obtained from every cut
relations = np.zeros((6, 15))
for i in range(6):
    for col, (p, q) in enumerate(PAIRS):
        relations[i, col] = (p == i) - (q == i)
    combo = sum(relations[i, c] * W4[p] for c, p in enumerate(PAIRS))
    assert np.allclose(combo, 0)
cut_counts = []
for m in range(1, 6):
    kept = [(i, j) for i, j in PAIRS if (i < m) == (j < m)]
    assert np.allclose(T4, -4j * sum(W4[p] for p in kept))
    cut_counts.append(len(kept))
relation_rank = int(np.linalg.matrix_rank(relations))
rank4 = tensor_rank(W4)
assert rank4 + relation_rank == 15

# Six dimensions: fifteen terms survive, six terms do not
W6 = pair_tensors(metric6, eps6)
T6 = six_gamma_trace(gamma6, chir6)
fifteen6 = -4j * sum(W6[p] for p in PAIRS)
six6 = -4j * sum(W6[p] for p in INSIDE)
assert np.allclose(T6, fifteen6)
assert not np.allclose(T6, six6)
schouten6 = sum(W6[0, j] for j in range(1, 6))
assert np.abs(schouten6).max() > 0.5
rank6 = tensor_rank(W6)
assert rank6 == 15
failures = int(np.sum(np.abs(T6 - six6) > 1e-8))

# Worked example with six integer four-vectors (upper components)
vectors = np.array([[2, 1, 0, 1], [1, 0, 1, -1], [3, 1, 2, 0],
                    [1, 2, 0, -1], [2, 0, -1, 1], [1, 1, 1, 2]], float)
lowered = vectors @ metric4
product = gamma5.copy()
for v in lowered:
    product = product @ np.einsum("m,mij->ij", v, gamma4)
direct = np.trace(product)
terms, dots, dets = {}, {}, {}
for i, j in PAIRS:
    rest = [k for k in range(6) if k not in (i, j)]
    dots[i, j] = vectors[i] @ metric4 @ vectors[j]
    dets[i, j] = np.linalg.det(lowered[rest])
    terms[i, j] = (-1) ** (j - i - 1) * dots[i, j] * dets[i, j]
sum15 = sum(terms.values())
sum6 = sum(terms[p] for p in INSIDE)
sum9 = sum(terms[p] for p in CROSS)
assert abs(direct - (-4j) * sum15) < 1e-8
assert abs(direct - (-4j) * sum6) < 1e-8
assert abs(sum9) < 1e-8 and max(abs(terms[p]) for p in CROSS) > 0.5

print("All numbers are dimensionless; Tr 1 = 4")
print("Tr(g5 g0 g1 g2 g3) / i =", whole(trace4[0, 1, 2, 3].imag))
print("index choices tested in 4 dimensions:", T4.size)
print("nonzero traces among them:", int(np.sum(np.abs(T4) > 1e-8)))
print("terms left by a cut after m = 1..5:", cut_counts)
print("independent Schouten relations:", relation_rank)
print("rank of the 15 tensors, 4 dimensions:", rank4)
print("rank of the 15 tensors, 6 dimensions:", rank6)
hand = (0, 1, 0, 2, 0, 3)
print("Component example, indices", hand)
for i, j in PAIRS:
    if abs(W4[i, j][hand]) > 0.5:
        kind = "inside" if (i, j) in INSIDE else "cross"
        print(f"  W{i+1}{j+1} = {whole(W4[i, j][hand]):+d} ({kind})")
print("  matrix trace / i =", whole(T4[hand].imag))
print("Vector example, upper components")
for k, v in enumerate(vectors):
    print(f"  p{k+1} =", tuple(int(x) for x in v))
print("  pair: dot product, epsilon contraction, signed term")
for i, j in PAIRS:
    kind = "inside" if (i, j) in INSIDE else "cross"
    print(f"  W{i+1}{j+1}: {whole(dots[i, j]):4d} {whole(dets[i, j]):5d}"
          f" {whole(terms[i, j]):5d}  {kind}")
print("  sum of 15 terms =", whole(sum15))
print("  sum of 6 inside terms =", whole(sum6))
print("  sum of 9 cross terms =", whole(sum9))
print("  -4 * (sum of 6 terms) = trace / i =", whole(-4 * sum6))
print("  direct matrix trace / i =", whole(direct.imag))
outside = (4, 0, 1, 2, 3, 4)
print("Six-dimensional example, indices", outside)
print("  matrix trace / i =", whole(T6[outside].imag))
print("  fifteen-term form / i =", whole(fifteen6[outside].imag))
print("  six-term form / i =", whole(six6[outside].imag))
print("  index choices where six-term form fails:", failures, "of", T6.size)
print("ALL CHECKS PASSED")
```

Output:

```
All numbers are dimensionless; Tr 1 = 4
Tr(g5 g0 g1 g2 g3) / i = -4
index choices tested in 4 dimensions: 4096
nonzero traces among them: 480
terms left by a cut after m = 1..5: [10, 7, 6, 7, 10]
independent Schouten relations: 5
rank of the 15 tensors, 4 dimensions: 10
rank of the 15 tensors, 6 dimensions: 15
Component example, indices (0, 1, 0, 2, 0, 3)
  W13 = -1 (inside)
  W15 = +1 (cross)
  W35 = -1 (cross)
  matrix trace / i = 4
Vector example, upper components
  p1 = (2, 1, 0, 1)
  p2 = (1, 0, 1, -1)
  p3 = (3, 1, 2, 0)
  p4 = (1, 2, 0, -1)
  p5 = (2, 0, -1, 1)
  p6 = (1, 1, 1, 2)
  pair: dot product, epsilon contraction, signed term
  W12:    3    33    99  inside
  W13:    5    21  -105  inside
  W14:    1     3     3  cross
  W15:    3    -6    18  cross
  W16:   -1    15   -15  cross
  W23:    1     3     3  inside
  W24:    0    -9     0  cross
  W25:    4    18    72  cross
  W26:    2   -12    24  cross
  W34:    1    -6    -6  cross
  W35:    8    12   -96  cross
  W36:    0    -9     0  cross
  W45:    3     0     0  inside
  W46:    1     3    -3  inside
  W56:    1    -6    -6  inside
  sum of 15 terms = -12
  sum of 6 inside terms = -12
  sum of 9 cross terms = 0
  -4 * (sum of 6 terms) = trace / i = 48
  direct matrix trace / i = 48
Six-dimensional example, indices (4, 0, 1, 2, 3, 4)
  matrix trace / i = 4
  fifteen-term form / i = 4
  six-term form / i = 0
  index choices where six-term form fails: 432 of 46656
ALL CHECKS PASSED
```
